# Frontier orbitals of a bent bis(cyclopentadienyl)metal fragment and its equatorial ligands: test program

```python
"""Frontier orbitals of a bent bis(cyclopentadienyl)metal fragment.

Result under test: of nine metal s, p, d orbitals, six are engaged by the
filled ring orbitals (a1 and e1 of each ring); the remaining three are
2 a1 + b2, all even under reflection in the equatorial plane yz.
In the d-only model their energies follow from three ring parameters
e_sigma, e_pi, e_delta and the centroid-M-centroid angle theta, and they
accept up to three independent sigma ligands lying in the yz plane.

Axes: z = twofold axis (open side), xz = plane of the ring centroids.
phi = angle of an equatorial ligand from z.  Energies in eV, d level = 0.
Model: orthogonal basis, coupling = -KAPPA * overlap, no ring-ring coupling.
The label H below only marks centres that carry Gaussian functions.
"""
import numpy as np
from scipy.optimize import brentq, minimize_scalar
from pyscf import gto

KAPPA = 6.0                      # eV per unit overlap
ALPHA, BETA = -2.0, -3.0         # carbon level and Hueckel coupling, eV
E_S, E_P = 3.0, 6.0              # metal s and p levels, eV
RADIUS, HEIGHT = 1.20, 2.00      # ring radius, metal-centroid distance, angstrom
LIGAND_DISTANCE = 1.80           # angstrom
E_LIGAND = 2.0                   # sigma parameter of one extra ligand, eV
EXP_SP, EXP_D, EXP_C, EXP_L = 0.1, 0.4, 0.3, 0.3   # exponents, bohr^-2
THETA = np.radians(140.0)
R3 = np.sqrt(3.0)

# Metal order: s, pz, py, d(x2), d(z2-y2), d(yz) | px, d(xz), d(xy)
# pyscf order: s, px, py, pz, xy, yz, z2, xz, x2-y2
REORDER = np.zeros((9, 9))
for row, col in ((0, 0), (1, 3), (2, 2), (5, 5), (6, 1), (7, 7), (8, 4)):
    REORDER[row, col] = 1.0
REORDER[3, 6], REORDER[3, 8] = -0.5, R3 / 2
REORDER[4, 6], REORDER[4, 8] = R3 / 2, 0.5
ALL = list(range(9))
D_ONLY = [3, 4, 5, 7, 8]
ONSITE = np.array([E_S, E_P, E_P, 0, 0, 0, E_P, 0, 0], dtype=float)
SHIFT = np.roll(np.eye(5), 1, axis=0)
RING = ALPHA * np.eye(5) + BETA * (SHIFT + SHIFT.T)
RING_E, RING_C = np.linalg.eigh(RING)


def metal_overlaps(points, shell):
    """Overlap integrals of the nine metal functions with given centres."""
    atoms = [("H1", (0.0, 0.0, 0.0))]
    atoms += [("H2", tuple(float(x) for x in p)) for p in points]
    basis = {"H1": [[0, [EXP_SP, 1.0]], [1, [EXP_SP, 1.0]], [2, [EXP_D, 1.0]]],
             "H2": [shell]}
    mol = gto.M(atom=atoms, basis=basis, unit="Angstrom",
                spin=(1 + len(points)) % 2, verbose=0)
    return REORDER @ mol.intor("int1e_ovlp")[:9, 9:]


def ring_overlap(normal, in_plane, twist=0.0):
    """Nine metal functions against five carbon p functions along the normal."""
    normal, in_plane = np.array(normal, float), np.array(in_plane, float)
    y_axis = np.array([0.0, 1.0, 0.0])
    angles = twist + 2 * np.pi * np.arange(5) / 5
    points = [HEIGHT * normal + RADIUS * (np.cos(t) * in_plane + np.sin(t) * y_axis)
              for t in angles]
    s = metal_overlaps(points, [1, [EXP_C, 1.0]])
    return s.reshape(9, 5, 3) @ normal


def bent_rings(theta, twists=(0.0, 0.0)):
    s, c = np.sin(theta / 2), np.cos(theta / 2)
    return [ring_overlap((sign * s, 0, -c), (sign * c, 0, s), t)
            for sign, t in zip((1, -1), twists)]


def second_order(rings):
    """Ring field on the d shell from the resolvent of each explicit ring."""
    return sum(KAPPA**2 * r[D_ONLY] @ np.linalg.inv(-RING) @ r[D_ONLY].T
               for r in rings)


def full_hamiltonian(metal, rings, kappa=KAPPA):
    n = len(metal)
    h = np.zeros((n + 10, n + 10))
    h[:n, :n] = np.diag(ONSITE[metal])
    for k, ring in enumerate(rings):
        block = slice(n + 5 * k, n + 5 * k + 5)
        h[block, block] = RING
        h[:n, block] = -kappa * ring[metal]
        h[block, :n] = h[:n, block].T
    return h


def field_formula(theta, es, ep, ed):
    """Derived ring field in d(x2), d(z2-y2), d(yz), d(xz), d(xy)."""
    s2, c2 = np.sin(theta / 2)**2, np.cos(theta / 2)**2
    h = np.zeros((5, 5))
    h[0, 0] = 2 * (es * (3*s2 - 1)**2 / 4 + 3*ep*s2*c2 + 0.75*ed*c2**2)
    h[1, 1] = 2 * (0.75*es*c2**2 + ep*s2*c2 + ed*(1 + s2)**2 / 4)
    h[0, 1] = h[1, 0] = 2 * R3 * (es*(3*s2 - 1)*c2/4 - ep*s2*c2 + ed*c2*(1 + s2)/4)
    h[2, 2] = 2 * (ed*s2 + ep*c2)
    sin2 = np.sin(theta)**2
    h[3, 3] = 2 * (0.75*es*sin2 + ep*(1 - sin2) + 0.25*ed*sin2)
    h[4, 4] = 2 * (ed*c2 + ep*s2)
    return h


def equatorial_vector(phi):
    return np.array([-0.5, R3/2*np.cos(2*phi), R3/2*np.sin(2*phi)])


def ligand_overlaps(directions):
    points = LIGAND_DISTANCE * np.array(directions, float)
    return metal_overlaps(points, [0, [EXP_L, 1.0]])


def explicit_ligand_vectors(phis):
    """Normalized d overlaps of real ligand functions in the yz plane."""
    s = ligand_overlaps([(0, np.sin(p), np.cos(p)) for p in phis])[D_ONLY]
    return s / np.linalg.norm(s, axis=0)


# One ring on the x axis defines the three axial parameters.
single = second_order([ring_overlap((1, 0, 0), (0, 0, 1), 0.37)])
e_sigma, e_delta, e_pi = single[0, 0], single[1, 1], single[3, 3]
assert np.allclose(single, np.diag([e_sigma, e_delta, e_delta, e_pi, e_pi]), atol=1e-8)

# Bent field formula against explicit rings with arbitrary ring rotations.
for degrees in (180, 160, 140, 120, 100):
    angle = np.radians(degrees)
    explicit = second_order(bent_rings(angle, (0.21, 0.83)))
    assert np.allclose(explicit, field_formula(angle, e_sigma, e_pi, e_delta), atol=1e-8)

# All levels of the s, p, d model are independent of ring rotation.
rings = bent_rings(THETA)
twisted = bent_rings(THETA, (0.21, 0.83))
assert np.allclose(np.linalg.eigvalsh(full_hamiltonian(ALL, rings)),
                   np.linalg.eigvalsh(full_hamiltonian(ALL, twisted)), atol=1e-8)

# Second-order levels must differ from exact ones by a fourth-order error.
field = field_formula(THETA, e_sigma, e_pi, e_delta)
errors = []
for scale in (1/8, 1/16):
    exact = np.linalg.eigvalsh(full_hamiltonian(D_ONLY, rings, KAPPA*scale))[6:11]
    errors.append(np.max(np.abs(exact - np.linalg.eigvalsh(field) * scale**2)))
error_ratio = errors[0] / errors[1]
assert 14.5 < error_ratio < 17.5

# Metal combinations free of donor coupling: number and symmetry.
donors = np.hstack([r @ RING_C[:, :3] for r in twisted])
left, singular, _ = np.linalg.svd(donors)
assert singular.min() > 0.02
free = left[:, 6:] @ left[:, 6:].T
count_a1 = np.trace(free[np.ix_([0, 1, 3, 4], [0, 1, 3, 4])])
count_b2 = np.trace(free[np.ix_([2, 5], [2, 5])])
count_odd = np.trace(free[6:, 6:])
assert np.allclose([count_a1, count_b2, count_odd], [2, 1, 0], atol=1e-8)


def sector_levels(metal, parity):
    """Metal-based levels of one parity under x -> -x, by diagonalization."""
    n = len(metal)
    h = full_hamiltonian(metal, rings)
    mirror = np.zeros_like(h)
    mirror[:n, :n] = np.diag([1.0 if m < 6 else -1.0 for m in metal])
    mirror[n:n+5, n+5:] = mirror[n+5:, n:n+5] = np.eye(5)
    assert np.allclose(mirror @ h @ mirror, h, atol=1e-8)
    signs, vectors = np.linalg.eigh(mirror)
    basis = vectors[:, signs * parity > 0.5]
    energy, coeff = np.linalg.eigh(basis.T @ h @ basis)
    coeff = basis @ coeff
    result = []
    for k in range(3, 6 if parity > 0 else 5):   # three donor levels lie below
        w = coeff[:n, k]**2
        special = sum(w[i] for i, m in enumerate(metal) if m in (2, 5, 8))
        minor = special > 0.5 * w.sum()
        label = ("b2" if minor else "a1") if parity > 0 else ("a2" if minor else "b1")
        d_part = sum(w[i] for i, m in enumerate(metal) if m in D_ONLY)
        result.append((label, energy[k], w.sum(), d_part))
    return result


even_d, odd_d = sector_levels(D_ONLY, 1), sector_levels(D_ONLY, -1)
even_spd, odd_spd = sector_levels(ALL, 1), sector_levels(ALL, -1)
for levels in (even_d, even_spd):
    assert sorted(x[0] for x in levels) == ["a1", "a1", "b2"]
    assert min(x[2] for x in levels) > 0.5

# Composition of the a1 pair and crossing of 2a1 with b1.
a1_energy, a1_vectors = np.linalg.eigh(field[:2, :2])
c_a, c_b = a1_vectors[:, 0] * np.sign(a1_vectors[1, 0])


def gap_2a1_b1(theta):
    h = field_formula(theta, e_sigma, e_pi, e_delta)
    return np.linalg.eigvalsh(h[:2, :2])[1] - h[3, 3]


crossing = brentq(gap_2a1_b1, np.radians(120), np.radians(170))

# Equatorial ligand vector, mutual overlap and independence of three ligands.
phis = np.array([-0.9, 0.25, 1.1])
vectors = explicit_ligand_vectors(phis)
assert np.allclose(vectors[:3].T, [equatorial_vector(p) for p in phis], atol=1e-8)
assert np.allclose(vectors[3:], 0, atol=1e-8)
cosines = np.cos(phis[:, None] - phis[None, :])
assert np.allclose(vectors.T @ vectors, (3*cosines**2 - 1)/2, atol=1e-8)
sines = np.sin([phis[0]-phis[1], phis[1]-phis[2], phis[0]-phis[2]])
assert abs(abs(np.linalg.det(vectors[:3])) - 1.5*abs(np.prod(sines))) < 1e-8
four = explicit_ligand_vectors([-1.2, -0.4, 0.3, 1.0])
assert np.linalg.matrix_rank(four, tol=1e-7) == 3

# Best spacing of three ligands by a direct scan of determinants.
scan = np.radians(np.arange(3, 178, 3))
best = max((abs(np.linalg.det([equatorial_vector(0), equatorial_vector(p),
            equatorial_vector(p + q)])), p, q) for p in scan for q in scan
           if p + q < np.pi - 1e-9)
assert np.allclose(np.degrees(best[1:]), [60, 60])

# A ligand out of the plane loses overlap to the two odd d orbitals.
direction = np.array([0.5, 0.3, 0.7])
direction /= np.linalg.norm(direction)
tilted = ligand_overlaps([direction])[D_ONLY, 0]
lost = np.sum(tilted[3:]**2) / np.sum(tilted**2)
assert abs(lost - 3*direction[0]**2*(1 - direction[0]**2)) < 1e-8
lost_45 = 3 * np.sin(np.pi/4)**2 * np.cos(np.pi/4)**2

# Rings and three equatorial ligands together engage all nine metal orbitals.
spread = np.radians([-60.0, 0.0, 60.0])
nine = np.hstack([donors, ligand_overlaps([(0, np.sin(p), np.cos(p)) for p in spread])])
smallest_nine = np.linalg.svd(nine, compute_uv=False).min()
assert smallest_nine > 0.01

# Orbital left over by two strong ligands at +phi and -phi.
phi = np.radians(50.0)
w = np.array([R3*np.cos(2*phi), 1.0, 0.0])
w /= np.linalg.norm(w)
pair = explicit_ligand_vectors([phi, -phi])[:3]
strong = np.linalg.eigvalsh(field[:3, :3] + 1e5 * pair @ pair.T)[0]
assert abs(strong - w @ field[:3, :3] @ w) < 1e-4

# Preferred ligand angle of an occupied remaining a1 orbital.
node = 0.5 * np.arccos(c_a / (R3 * c_b))
explicit_field = second_order(rings)


def remaining_a1(angle):
    v = explicit_ligand_vectors([angle, -angle])[:2]
    return np.linalg.eigvalsh(explicit_field[:2, :2] + E_LIGAND * v @ v.T)[0]


found = minimize_scalar(remaining_a1, bounds=np.radians([20, 70]), method="bounded",
                        options={"xatol": 1e-8})
assert abs(found.x - node) < 1e-5
assert abs(found.fun - a1_energy[0]) < 1e-8

print(f"Angle theta = {np.degrees(THETA):.1f} deg; ring radius {RADIUS:.2f}, height {HEIGHT:.2f} angstrom")
print(f"Coupling factor {KAPPA:.1f} eV; carbon level {ALPHA:.1f} eV; Hueckel beta {BETA:.1f} eV")
print(f"Metal levels: d 0.0, s {E_S:.1f}, p {E_P:.1f} eV")
print(f"Exponents: metal s,p {EXP_SP}, d {EXP_D}, carbon p {EXP_C}, ligand s {EXP_L} bohr^-2")
print(f"Ring levels a1, e1, e2 = {RING_E[0]:.3f}, {RING_E[1]:.3f}, {RING_E[3]:.3f} eV")
print(f"e_sigma, e_pi, e_delta = {e_sigma:.4f}, {e_pi:.4f}, {e_delta:.4f} eV")
parallel = field_formula(np.pi, e_sigma, e_pi, e_delta)
print(f"Parallel rings: d(x2) {parallel[0,0]:.4f}, d(yz),d(z2-y2) {parallel[2,2]:.4f}, d(xz),d(xy) {parallel[3,3]:.4f} eV")
print(f"a1 matrix: Haa {field[0,0]:.4f}, Hbb {field[1,1]:.4f}, Hab {field[0,1]:.4f} eV")
print(f"Second order, even: 1a1 {a1_energy[0]:.4f}, b2 {field[2,2]:.4f}, 2a1 {a1_energy[1]:.4f} eV")
print(f"Second order, odd: b1 {field[3,3]:.4f}, a2 {field[4,4]:.4f} eV")
print(f"1a1 coefficients: d(x2) {c_a:.4f}, d(z2-y2) {c_b:.4f}")
print(f"2a1 meets b1 at theta = {np.degrees(crossing):.2f} deg (second order, d only)")
print(f"Error ratio on halving the coupling = {error_ratio:.2f}")
for name, levels in (("d only, even", even_d), ("d only, odd", odd_d),
                     ("s,p,d, even", even_spd), ("s,p,d, odd", odd_spd)):
    for label, energy, weight, d_part in levels:
        print(f"Exact {name}: {label} {energy:.4f} eV, metal weight {weight:.3f}, d weight {d_part:.3f}")
print(f"Donor-free metal orbitals: a1 {count_a1:.3f}, b2 {count_b2:.3f}, odd {abs(count_odd):.3f}")
print(f"Smallest singular overlap, 6 ring donors = {singular.min():.4f}")
print(f"Smallest singular overlap, 6 ring + 3 ligand donors = {smallest_nine:.4f}")
print(f"Largest three-ligand determinant = {best[0]:.4f} at spacing {np.degrees(best[1]):.1f} deg")
print(f"Overlap share lost at 45 deg out of plane = {lost_45:.3f}")
print(f"Preferred L-M-L angle of the a1 pair = {np.degrees(2*node):.2f} deg")
print(f"Ligand parameter = {E_LIGAND:.1f} eV; ligand distance {LIGAND_DISTANCE:.2f} angstrom")
for positions in ([], [0.0], [-node, node], list(spread)):
    h = field[:3, :3].copy()
    for p in positions:
        h += E_LIGAND * np.outer(equatorial_vector(p), equatorial_vector(p))
    levels = np.linalg.eigvalsh(h)
    where = ", ".join(f"{np.degrees(p):.1f}" for p in positions) or "none"
    print(f"{len(positions)} ligands (phi/deg: {where}): " + ", ".join(f"{x:.4f}" for x in levels) + " eV")
print("ALL CHECKS PASSED")
```

Output:

```
Angle theta = 140.0 deg; ring radius 1.20, height 2.00 angstrom
Coupling factor 6.0 eV; carbon level -2.0 eV; Hueckel beta -3.0 eV
Metal levels: d 0.0, s 3.0, p 6.0 eV
Exponents: metal s,p 0.1, d 0.4, carbon p 0.3, ligand s 0.3 bohr^-2
Ring levels a1, e1, e2 = -8.000, -3.854, 2.854 eV
e_sigma, e_pi, e_delta = 0.1556, 0.6519, -0.1251 eV
Parallel rings: d(x2) 0.3112, d(yz),d(z2-y2) -0.2502, d(xz),d(xy) 1.3038 eV
a1 matrix: Haa 0.6130, Hbb -0.0839, Hab -0.2311 eV
Second order, even: 1a1 -0.1536, b2 -0.0684, 2a1 0.6827 eV
Second order, odd: b1 0.8357, a2 1.1220 eV
1a1 coefficients: d(x2) 0.2887, d(z2-y2) 0.9574
2a1 meets b1 at theta = 135.89 deg (second order, d only)
Error ratio on halving the coupling = 15.89
Exact d only, even: a1 -0.1417 eV, metal weight 0.925, d weight 0.925
Exact d only, even: b2 -0.0613 eV, metal weight 0.897, d weight 0.897
Exact d only, even: a1 0.5999 eV, metal weight 0.892, d weight 0.892
Exact d only, odd: b1 0.7017 eV, metal weight 0.856, d weight 0.856
Exact d only, odd: a2 0.8923 eV, metal weight 0.821, d weight 0.821
Exact s,p,d, even: a1 -0.1627 eV, metal weight 0.932, d weight 0.929
Exact s,p,d, even: b2 -0.0972 eV, metal weight 0.913, d weight 0.909
Exact s,p,d, even: a1 0.4721 eV, metal weight 0.928, d weight 0.901
Exact s,p,d, odd: b1 0.7016 eV, metal weight 0.856, d weight 0.856
Exact s,p,d, odd: a2 0.8923 eV, metal weight 0.821, d weight 0.821
Donor-free metal orbitals: a1 2.000, b2 1.000, odd 0.000
Smallest singular overlap, 6 ring donors = 0.3131
Smallest singular overlap, 6 ring + 3 ligand donors = 0.2609
Largest three-ligand determinant = 0.9743 at spacing 60.0 deg
Overlap share lost at 45 deg out of plane = 0.750
Preferred L-M-L angle of the a1 pair = 79.98 deg
Ligand parameter = 2.0 eV; ligand distance 1.80 angstrom
0 ligands (phi/deg: none): -0.1536, -0.0684, 0.6827 eV
1 ligands (phi/deg: 0.0): -0.0684, 0.1570, 2.3721 eV
2 ligands (phi/deg: -40.0, 40.0): -0.1536, 1.7736, 2.8407 eV
3 ligands (phi/deg: -60.0, 0.0, 60.0): 1.9069, 2.1816, 2.3722 eV
ALL CHECKS PASSED
```
